# Closest Orthonormal Bloch Frames and Instability from Small Singular Values: test program

```python
"""
Result under test: for Bloch states C and trial Bloch sums G, with A = C^dagger G
= W diag(s) V^dagger, the frame C W V^dagger is the orthonormal frame in the band
space closest to the projected trials Phi = C A. Its sensitivity to changes of A
is bounded by 1/s_min, and a near-zero s_min inflates the Wannier spread.
Model: chain with four sites per cell and two filled bands.
k: wave number (1/angstrom); s: singular values; chi: closest frame;
offset: alternating site energy (eV); spread: sum of <x^2> - <x>^2 (angstrom^2).
Vectors use the cell-periodic convention, so d/dk generates the position operator.
"""
import numpy as np
from scipy.linalg import expm, eigh
from scipy.optimize import minimize
from scipy.constants import physical_constants, k as k_boltzmann, e as charge

rng = np.random.default_rng(7)
SPACING = 1.2
CELL = 4 * SPACING
HOPS = np.array([2.9, 2.2, 2.7, 2.2])
OFFSET = 0.1
STRONG = (0, 2)     # left site of each trial bond
WEAK = (1, 3)
BOHR = physical_constants["Bohr radius"][0] * 1e10


def dag(m):
    return np.conj(np.swapaxes(m, -1, -2))


def norm(m):
    return np.sqrt(np.sum(np.abs(m) ** 2, axis=(-2, -1)))


def crandn(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


def polar(m):
    w, s, vh = np.linalg.svd(m, full_matrices=False)
    return w @ vh, s


def hamiltonian(k, offset, hops=HOPS, second=0.0):
    h = np.zeros((len(k), 4, 4), complex)
    for j in range(4):
        h[:, j, j] += offset * (-1) ** j
        for step, amp in ((1, -hops[j]), (2, second)):
            l = (j + step) % 4
            phase = np.exp(1j * k * step * SPACING)
            h[:, j, l] += amp * phase
            h[:, l, j] += amp * phase.conj()
    return h


def trials(k, bonds):
    g = np.zeros((len(k), 4, 2), complex)
    for n, left in enumerate(bonds):
        for p in (left, left + 1):
            g[:, p % 4, n] += np.exp(-1j * k * p * SPACING) / np.sqrt(2)
    return g


def solve(k, bonds, offset, hops=HOPS, second=0.0):
    k = np.atleast_1d(np.asarray(k, float))
    energy, vec = np.linalg.eigh(hamiltonian(k, offset, hops, second))
    c = vec[:, :, :2]
    a = dag(c) @ trials(k, bonds)
    u, s = polar(a)
    return dict(chi=c @ u, phi=c @ a, s=s, c=c, a=a, energy=energy)


def mesh(n, shift=0.0):
    return 2 * np.pi * (np.arange(n) + shift) / (n * CELL)


def wannier(n, bonds, offset, shift=0.0):
    """Real-space functions on n cells, their spread and total second moment."""
    k = mesh(n, shift)
    r = solve(k, bonds, offset)
    x_site = SPACING * np.arange(4)
    periodic = r["chi"] * np.exp(1j * k[:, None] * x_site)[:, :, None]
    cells = np.rint(np.fft.fftfreq(n, 1 / n))
    w = np.fft.ifft(periodic, axis=0)
    w = w * np.exp(2j * np.pi * shift * cells / n)[:, None, None]
    x = cells[:, None] * CELL + x_site
    density = np.abs(w) ** 2
    first = np.einsum("rj,rjn->n", x, density)
    second = np.einsum("rj,rjn->n", x ** 2, density)
    return w, np.sum(second - first ** 2), np.sum(second), r


# Closest frame: direct minimization over isometries, no SVD in the search
def direct_search(c, target):
    n, cols = c.shape[1], target.shape[1]

    def isometry(p):
        q = p.reshape(n, n)
        herm = np.triu(q) + np.triu(q, 1).T
        low = np.tril(q, -1)
        herm = herm + 1j * (low - low.T)
        return expm(1j * herm)[:, :cols]

    def cost(p):
        return np.sum(np.abs(c @ isometry(p) - target) ** 2)

    runs = [minimize(cost, 0.5 * rng.normal(size=n * n), method="BFGS")
            for _ in range(3)]
    best = min(runs, key=lambda run: run.fun)
    return best.fun, isometry(best.x)


K_TEST = 0.05
one = solve(K_TEST, WEAK, OFFSET)
cases = [(one["c"][0], trials(np.array([K_TEST]), WEAK)[0]),
         (np.eye(4, dtype=complex), crandn(4, 2))]
search_results = []
for c, target in cases:
    found, x_found = direct_search(c, target)
    u, s = polar(dag(c) @ target)
    outside = np.sum(np.abs(target - c @ dag(c) @ target) ** 2)
    predicted = np.sum((1 - s) ** 2) + outside
    assert abs(found - predicted) < 1e-6
    assert norm(x_found - u) < 1e-3
    search_results.append((found, predicted))

# Gram-Schmidt as a competing orthonormalization
phi = one["phi"][0]
q, r = np.linalg.qr(phi)
q = q * (np.diag(r) / np.abs(np.diag(r)))
dist_gs = norm(q - phi) ** 2
dist_polar = norm(one["chi"][0] - phi) ** 2
assert dist_polar < dist_gs

# Remixing the Bloch states or rescaling all trials leaves the frame unchanged
remix, _ = polar(crandn(2, 2))
c_new = one["c"][0] @ remix
g_one = trials(np.array([K_TEST]), WEAK)[0]
for scale in (1.0, 0.01):
    u_new, _ = polar(dag(c_new) @ (scale * g_one))
    assert norm(c_new @ u_new - one["chi"][0]) < 1e-10

# Finite stability bound on random, nearly rank-deficient rectangular matrices
a1 = crandn(1000, 4, 2) * np.array([1.0, 0.05])
a2 = a1 + 0.05 * crandn(1000, 4, 2)
u1, s1 = polar(a1)
u2, s2 = polar(a2)
limit = 2 * norm(a1 - a2) / (s1[:, -1] + s2[:, -1])
assert np.all(norm(u1 - u2) <= limit * (1 + 1e-9))

# First-order response against a finite difference
a0, da = crandn(4, 2), crandn(4, 2)
w0, s0, vh0 = np.linalg.svd(a0, full_matrices=False)
m0 = dag(w0) @ da @ dag(vh0)
response = w0 @ ((m0 - dag(m0)) / (s0[:, None] + s0)) @ vh0
response = response + (da - w0 @ dag(w0) @ da) @ dag(vh0) @ np.diag(1 / s0) @ vh0
step = 1e-5
numeric = (polar(a0 + step * da)[0] - polar(a0 - step * da)[0]) / (2 * step)
assert norm(response - numeric) < 1e-6


# Largest amplification of small random errors in A at k = 0
def amplification(bonds):
    r0 = solve(0.0, bonds, OFFSET)
    noise = crandn(4000, 2, 2)
    noise *= 1e-5 / norm(noise)[:, None, None]
    shifted, _ = polar(r0["a"][0] + noise)
    ratio = np.max(norm(shifted - polar(r0["a"][0])[0])) / 1e-5
    inverse = 1 / r0["s"][0, -1]
    assert 0.8 * inverse < ratio < 1.001 * inverse
    return r0["s"][0], ratio


s_strong, amp_strong = amplification(STRONG)
s_weak, amp_weak = amplification(WEAK)

# Exact zero at zero offset: nonunique minimizer and jump of the frame
zero = solve(0.0, WEAK, 0.0)
assert zero["s"][0, -1] < 1e-10
wz, sz, vz = np.linalg.svd(zero["a"][0])
free = [norm(zero["c"][0] @ wz @ np.diag([1, np.exp(1j * t)]) @ vz
             - zero["phi"][0]) for t in (0.0, 1.0, 2.5)]
assert np.ptp(free) < 1e-10
jumps = []
for bonds in (STRONG, WEAK):
    pair = solve([-1e-6, 1e-6], bonds, 0.0)["chi"]
    jumps.append(norm(pair[1] - pair[0]))
assert jumps[0] < 1e-3 and abs(jumps[1] - 2) < 1e-3

# Wannier functions: real-space distance, second moment and bound
N = 4096
k_mesh = mesh(N)
h = 1e-4
summary = {}
for name, bonds in (("strong", STRONG), ("weak", WEAK)):
    w, spread, moment, res = wannier(N, bonds, OFFSET)
    g_real = np.zeros((N, 4, 2))
    for n, left in enumerate(bonds):
        for p in (left, left + 1):
            g_real[p // 4, p % 4, n] = 1 / np.sqrt(2)
    distance = np.sum(np.abs(w - g_real) ** 2)
    assert abs(distance - 2 * np.mean(2 - res["s"].sum(axis=1))) < 1e-9
    plus, minus = solve(k_mesh + h, bonds, OFFSET), solve(k_mesh - h, bonds, OFFSET)
    d_chi = norm(plus["chi"] - minus["chi"])
    d_phi = norm(plus["phi"] - minus["phi"])
    s_sum = plus["s"][:, -1] + minus["s"][:, -1]
    assert np.all(d_chi <= 2 * d_phi / s_sum * (1 + 1e-7))
    moment_k = np.mean((d_chi / (2 * h)) ** 2)
    assert abs(moment_k / moment - 1) < 2e-3
    bound = np.mean((d_phi / (2 * h) / res["s"][:, -1]) ** 2)
    d_proj = norm(plus["c"] @ dag(plus["c"]) - minus["c"] @ dag(minus["c"]))
    invariant = 0.5 * np.mean((d_proj / (2 * h)) ** 2)
    assert invariant <= spread * (1 + 1e-4)
    assert np.argmin(res["s"][:, -1]) == 0 or name == "strong"
    summary[name] = dict(distance=distance, spread=spread, moment=moment,
                         bound=bound, invariant=invariant,
                         smin=res["s"][:, -1].min())
gap = np.min(res["energy"][:, 2]) - np.max(res["energy"][:, 1])
assert gap > 0

# Spread law close to a simple zero
k_small = 1e-4
slope_v = solve(k_small, WEAK, 0.0)["s"][0, -1] / k_small
law = CELL * slope_v / 4
close = []
for off in (0.02, 0.04):
    _, sp, _, rr = wannier(N, WEAK, off)
    close.append((rr["s"][0, -1], sp))
measured = (close[0][1] - close[1][1]) / (1 / close[0][0] - 1 / close[1][0])
assert abs(measured / law - 1) < 0.03
w_alt = (HOPS[0] + HOPS[2]) / 2 - HOPS[1]
sigma_estimate = 0.02 / (2 * w_alt)
assert abs(close[0][0] / sigma_estimate - 1) < 0.02
sweep = []
for off in (0.05, 0.1, 0.2, 0.4):
    _, sp, _, rr = wannier(N, WEAK, off)
    sweep.append((off, rr["s"][0, -1], sp))

# At the exact zero the spread follows the supercell length
diverging = [wannier(n, WEAK, 0.0, shift=0.5)[1] for n in (1000, 2000)]
assert abs(diverging[1] / diverging[0] - 2) < 0.1

# Size of neglected effects on the smallest singular value at k = 0
V_EXCHANGE, KAPPA, SECOND, DELTA_HOP, TEMP = 2.0, 0.08, -0.1, 0.1, 300.0
density = res["c"] @ dag(res["c"])
bond_order = np.array([np.mean(density[:, (j + 1) % 4, j]
                       * np.exp(1j * k_mesh * SPACING)).real for j in range(4)])
s_exchange = solve(0.0, WEAK, OFFSET, HOPS + V_EXCHANGE * bond_order)["s"][0, -1]
s_second = solve(0.0, WEAK, OFFSET, second=SECOND)["s"][0, -1]
s_hop = solve(0.0, WEAK, OFFSET, HOPS - DELTA_HOP * np.array([1, 0, 1, 0]))["s"][0, -1]
k0 = np.zeros(1)
overlap = np.eye(4) - KAPPA * hamiltonian(k0, 0.0)[0]
_, c_over = eigh(hamiltonian(k0, OFFSET)[0], overlap)
g_over = trials(k0, WEAK)[0] / np.sqrt(1 + KAPPA * HOPS[1])
s_overlap = polar(dag(c_over[:, :2]) @ overlap @ g_over)[1][-1]
thermal = np.exp(-gap * charge / (2 * k_boltzmann * TEMP))

print("hoppings (eV):", HOPS, " site offset (eV):", OFFSET)
print(f"site spacing {SPACING} angstrom, cell length {CELL:.1f} angstrom")
print(f"band gap {gap:.4f} eV; k points {N}")
print(f"search minimum, chain at k={K_TEST}/angstrom: {search_results[0][0]:.6f}")
print(f"singular-value formula, same case: {search_results[0][1]:.6f}")
print(f"search minimum, random 4x2 matrix: {search_results[1][0]:.6f}")
print(f"singular-value formula, same case: {search_results[1][1]:.6f}")
print(f"squared distance to projected trials, polar: {dist_polar:.5f}")
print(f"squared distance to projected trials, Gram-Schmidt: {dist_gs:.5f}")
print(f"strong bonds, singular values at k=0: {s_strong[0]:.5f} {s_strong[1]:.5f}")
print(f"weak bonds, singular values at k=0: {s_weak[0]:.5f} {s_weak[1]:.5f}")
print(f"largest error amplification, strong: {amp_strong:.3f}, weak: {amp_weak:.3f}")
print(f"1/s_min at k=0, strong: {1/s_strong[1]:.3f}, weak: {1/s_weak[1]:.3f}")
print(f"frame jump across k=0, zero offset, strong: {jumps[0]:.1e}, weak: {jumps[1]:.5f}")
for name, d in summary.items():
    print(f"{name} bonds: smallest singular value on mesh {d['smin']:.5f}")
    print(f"{name} bonds: squared distance Wannier-trial {d['distance']:.5f}")
    print(f"{name} bonds: spread {d['spread']:.3f} angstrom^2"
          f" = {d['spread'] / BOHR**2:.3f} bohr^2")
    print(f"{name} bonds: second moment {d['moment']:.3f}, bound {d['bound']:.3f} angstrom^2")
print(f"gauge-invariant spread {summary['weak']['invariant']:.4f} angstrom^2")
print(f"slope v of singular value at zero offset: {slope_v:.4f} angstrom")
print(f"spread coefficient a*v/4: {law:.4f} angstrom^2")
print(f"spread coefficient from Wannier functions: {measured:.4f} angstrom^2")
print(f"hopping difference w: {w_alt:.3f} eV")
print(f"s_min at offset 0.02 eV: {close[0][0]:.6f}, estimate {sigma_estimate:.6f}")
for off, smin, sp in sweep:
    print(f"weak bonds, offset {off:.2f} eV: s_min {smin:.5f}, spread {sp:.3f} angstrom^2")
print(f"zero offset, weak bonds, 1000 cells: spread {diverging[0]:.1f} angstrom^2")
print(f"zero offset, weak bonds, 2000 cells: spread {diverging[1]:.1f} angstrom^2")
print("bond orders per spin:", np.round(bond_order, 4))
print(f"s_min with exchange, V={V_EXCHANGE} eV: {s_exchange:.5f}")
print(f"s_min with orbital overlap {KAPPA*HOPS[1]:.3f} on weak bonds: {s_overlap:.5f}")
print(f"s_min with second-neighbour hopping {SECOND} eV: {s_second:.5f}")
print(f"s_min with strong hoppings lowered by {DELTA_HOP} eV: {s_hop:.5f}")
print(f"thermal factor exp(-gap/2kT) at {TEMP:.0f} K: {thermal:.2e}")
print("OK")
```

Output:

```
hoppings (eV): [2.9 2.2 2.7 2.2]  site offset (eV): 0.1
site spacing 1.2 angstrom, cell length 4.8 angstrom
band gap 1.2121 eV; k points 4096
search minimum, chain at k=0.05/angstrom: 1.464148
singular-value formula, same case: 1.464148
search minimum, random 4x2 matrix: 2.303568
singular-value formula, same case: 2.303568
squared distance to projected trials, polar: 0.53503
squared distance to projected trials, Gram-Schmidt: 0.87487
strong bonds, singular values at k=0: 0.99995 0.99657
weak bonds, singular values at k=0: 0.99995 0.08275
largest error amplification, strong: 0.996, weak: 11.533
1/s_min at k=0, strong: 1.003, weak: 12.085
frame jump across k=0, zero offset, strong: 1.2e-05, weak: 2.00000
strong bonds: smallest singular value on mesh 0.89919
strong bonds: squared distance Wannier-trial 0.18784
strong bonds: spread 3.030 angstrom^2 = 10.822 bohr^2
strong bonds: second moment 12.873, bound 13.568 angstrom^2
weak bonds: smallest singular value on mesh 0.08275
weak bonds: squared distance Wannier-trial 0.71792
weak bonds: spread 79.402 angstrom^2 = 283.548 bohr^2
weak bonds: second moment 89.237, bound 203.338 angstrom^2
gauge-invariant spread 3.0079 angstrom^2
slope v of singular value at zero offset: 5.6116 angstrom
spread coefficient a*v/4: 6.7339 angstrom^2
spread coefficient from Wannier functions: 6.7488 angstrom^2
hopping difference w: 0.600 eV
s_min at offset 0.02 eV: 0.016715, estimate 0.016667
weak bonds, offset 0.05 eV: s_min 0.04170, spread 160.541 angstrom^2
weak bonds, offset 0.10 eV: s_min 0.08275, spread 79.402 angstrom^2
weak bonds, offset 0.20 eV: s_min 0.16067, spread 38.223 angstrom^2
weak bonds, offset 0.40 eV: s_min 0.29049, spread 17.199 angstrom^2
zero offset, weak bonds, 1000 cells: spread 3239.3 angstrom^2
zero offset, weak bonds, 2000 cells: spread 6475.5 angstrom^2
bond orders per spin: [0.4104 0.2174 0.4087 0.2174]
s_min with exchange, V=2.0 eV: 0.05069
s_min with orbital overlap 0.176 on weak bonds: 0.07438
s_min with second-neighbour hopping -0.1 eV: 0.08275
s_min with strong hoppings lowered by 0.1 eV: 0.09893
thermal factor exp(-gap/2kT) at 300 K: 6.59e-11
OK
```
